# Choosing broadening and step count in Lopez Sancho decimation

A surface calculation can return a smooth, plausible and wrong density of states. Take a chain with hopping 1 eV, at energy 0.7 eV and broadening 0.01 eV. Stopping the surface iteration after four steps gives 0.027 states per eV on the end atom, six steps give 0.497, and the converged value is 0.297. Setting the broadening to zero, in the hope of a sharper answer, removes convergence altogether. Two settings are involved: the imaginary energy shift $\eta$, and the number of steps $n$ or the tolerance that fixes it. They cannot be chosen independently.

## What one step does

Divide the crystal into principal layers $m=0,1,2,\dots$, thick enough that only neighbouring layers couple. The basis is orthonormal, the Hamiltonian is an effective one-electron one, and $\hbar=1$. Each layer has the Hermitian block $H$; $V$ couples layer $m$ to $m+1$, and $V^\dagger$ couples back. With $z=E+i\eta$, $\eta>0$, the retarded Green's function is the inverse of $z$ minus the Hamiltonian. Write $G_m$ for its block between layers $m$ and 0. Then

$$(z-H)G_0=1+VG_1,\qquad (z-H)G_m=V^\dagger G_{m-1}+VG_{m+1}\quad(m\ge1).$$

These are the case $\varepsilon^s=\varepsilon=H$, $\alpha=V$, $\beta=V^\dagger$ of

$$(z-\varepsilon^s)G_0=1+\alpha G_1,\qquad (z-\varepsilon)G_m=\beta G_{m-1}+\alpha G_{m+1}.$$

Let $g=(z-\varepsilon)^{-1}$. For odd $m$ the second equation gives $G_m=g(\beta G_{m-1}+\alpha G_{m+1})$. Insert this into the equations for even layers:

$$(z-\varepsilon^s)G_0=1+\alpha g\beta G_0+\alpha g\alpha G_2,$$
$$(z-\varepsilon)G_m=\beta g\beta G_{m-2}+(\beta g\alpha+\alpha g\beta)G_m+\alpha g\alpha G_{m+2}.$$

Move the terms in $G_0$ and $G_m$ to the left and renumber the even layers. The form is unchanged, with

$$\varepsilon^{s\prime}=\varepsilon^s+\alpha g\beta,\quad \varepsilon'=\varepsilon+\alpha g\beta+\beta g\alpha,\quad \alpha'=\alpha g\alpha,\quad \beta'=\beta g\beta .$$

This is the Lopez Sancho decimation. After $n$ steps the estimates are $(z-\varepsilon^s_n)^{-1}$ for the surface layer and $(z-\varepsilon_n)^{-1}$ for a bulk layer. The bulk estimate follows from the same elimination in a crystal that extends both ways.

## Why $n$ steps contain $2^n$ layers

Each step doubles the distance between surviving layers, so after $n$ steps they are $0,N,2N,\dots$ with $N=2^n$. For $N\ge2$, the eliminated layers $1,\dots,N-1$ touch the survivors only through their two ends. Let $\hat G$ be the resolvent of these $N-1$ layers in isolation. They are driven by $V^\dagger G_0$ at one end and $VG_N$ at the other, so

$$G_1=\hat G_{1,1}V^\dagger G_0+\hat G_{1,N-1}VG_N .$$

Substitution into the surface equation gives

$$(z-H-V\hat G_{1,1}V^\dagger)G_0=1+V\hat G_{1,N-1}VG_N .$$

Successive elimination must give the same coefficients: for any prescribed $G_N$ the equations fix $G_0$ uniquely. Hence

$$\varepsilon_n^s=H+V\hat G_{1,1}V^\dagger,\qquad \alpha_n=V\hat G_{1,N-1}V .$$

Dropping the remaining coupling amounts to setting $G_N=0$. The surface estimate is therefore the end block of an isolated slab with layers $0,\dots,N-1$, which is $2^n$ layers. For $n=0$ this is the single layer $H$. A bulk layer keeps $N-1$ neighbours on each side, so its estimate is the central block of a slab of $2N-1$ layers. The count $2^n$ thus applies to the surface; in the bulk it is the count on one side, including the centre.

The resolvent of a Hermitian matrix with eigenvalues $E_j$ is diagonal in the same orthonormal eigenvectors, with entries $1/(z-E_j)$, so its norm is at most $1/\eta$. Each $g$ is a block of such a resolvent, so $\|g\|\le1/\eta$ and no inversion fails in exact arithmetic. For a two-orbital layer with complex coupling, explicit slabs agree with the recursion to $8\times10^{-15}$ for $n=0$ to 5.

## Convergence at fixed broadening

The error is the effect of joining the rest of the crystal to the slab. Let $G^{(N)}$ be the slab resolvent. Treat the coupling between layers $N-1$ and $N$ as the perturbation $W$ in $G=G^{\rm cut}+G^{\rm cut}WG$. Since $G^{\rm cut}$ does not cross the cut,

$$G_{00}-G^{(N)}_{00}=G^{(N)}_{0,N-1}\,V\,G_{N,0}.$$

An amplitude must reach the back face and return. To bound both factors, multiply layer $m$ by $e^{\mu m}$. This changes $V$ to $Ve^{-\mu}$ and $V^\dagger$ to $V^\dagger e^{\mu}$, so the Hamiltonian changes in norm by at most

$$\|V\|\left[(1-e^{-\mu})+(e^\mu-1)\right]=2\|V\|\sinh\mu .$$

Choose $\sinh\mu=\eta/(4\|V\|)$, which makes this $\eta/2$. The original operator $z$ minus the Hamiltonian stretches any vector by at least $\eta$; the changed one still stretches it by at least $\eta/2$, so its inverse has norm at most $2/\eta$. The $(N,0)$ block of that inverse is $e^{\mu N}G_{N,0}$, hence $\|G_{N,0}\|\le(2/\eta)e^{-\mu N}$. This holds for slabs of any length and so in the semi-infinite limit. The opposite sign of $\mu$ gives $\|G^{(N)}_{0,N-1}\|\le(2/\eta)e^{-\mu(N-1)}$. Together,

$$\|G_{00}-G^{(N)}_{00}\|\le\frac{4\|V\|}{\eta^2}e^{-\mu(2N-1)} .$$

Convergence is guaranteed for every $\eta>0$, but the guaranteed rate vanishes with $\eta$.

The actual rate follows from layer solutions $\lambda^m u$, which require

$$\det[\lambda^2V-\lambda(z-H)+V^\dagger]=0 .$$

No root has $|\lambda|=1$: the complex $z$ would then be an eigenvalue of the Hermitian matrix $H+\lambda V+\lambda^{-1}V^\dagger$. Let $\rho_R$ be the largest $|\lambda|$ below 1 and $\rho_L$ the inverse of the smallest $|\lambda|$ above 1. They govern the outward and returning amplitudes, so the error generically falls as $(\rho_R\rho_L)^N$. In the two-orbital model, $-\ln(\rho_R\rho_L)$ and the decay fitted to growing slabs are both 0.0512 per layer.

## What happens as the broadening goes to zero

The single-orbital chain, $H=0$ and $V=t>0$, shows the limit in closed form. Write $z=t(\lambda+\lambda^{-1})$ with $|\lambda|<1$. Removing the end atom leaves the same chain, so $G=1/(z-t^2G)$. The decaying solution is $G=\lambda/t$, because $z-t\lambda=t/\lambda$.

For a slab of $N$ atoms take $\psi_m=c(\lambda^{m-N}-\lambda^{N-m})$, which vanishes at $m=N$ and satisfies $z\psi_m=t\psi_{m-1}+t\psi_{m+1}$. The end equation $z\psi_0-t\psi_1=1$ then becomes $t\psi_{-1}=1$, and

$$G^{(N)}=\frac{\psi_0}{t\psi_{-1}}=\frac{\lambda^{-N}-\lambda^N}{t(\lambda^{-N-1}-\lambda^{N+1})}=\frac{\lambda}{t}\,\frac{1-\lambda^{2N}}{1-\lambda^{2N+2}} .$$

Subtracting $G=\lambda/t$ gives

$$G^{(N)}-G=-\frac{\lambda}{t}\,\frac{\lambda^{2N}(1-\lambda^2)}{1-\lambda^{2N+2}} .$$

The recursion itself shows the doubling. Let $x=(z-\varepsilon)/\alpha$. Since $z-\varepsilon'=(z-\varepsilon)-2\alpha^2/(z-\varepsilon)$ and $\alpha'=\alpha^2/(z-\varepsilon)$, division gives $x'=x^2-2$. Starting from $x_0=\lambda+\lambda^{-1}$, this yields $x_n=\lambda^N+\lambda^{-N}$: each step squares $\lambda$.

At $\eta=0$ inside the band, $|\lambda|=1$ and squaring merely doubles an angle. Every $G^{(N)}$ is then real, or infinite at a slab eigenvalue, whereas the retarded $G$ has a nonzero imaginary part. The iteration cannot reach it. At $E=0.7$ eV, steps 17 to 20 give 14.26, 0.56, 1.32 and $-1.90$ eV$^{-1}$. The physical limit is $n\to\infty$ first, then $\eta\to0$; the reverse order describes a finite slab with discrete levels.

For small positive $\eta$, define $\kappa=-\ln|\lambda|$. Inside the band $E=2t\cos k$, and adding $i\eta$ shifts $k$ by an imaginary amount of size $\eta/v$, where $v=|dE/dk|=\sqrt{4t^2-E^2}$ is the speed in layers per unit time, with $k$ in radians per layer. At the edge $E=2t$, put $\lambda=e^{-q}$; then $2\cosh q-2\approx q^2=i\eta/t$, and the real part of $q$ is $\kappa$. To leading order,

$$\kappa\approx\frac{\eta}{v}\ \text{(inside)},\qquad \kappa\approx\sqrt{\frac{\eta}{2t}}\ \text{(edge)} .$$

Once $\lambda^{2N}$ is small, the relative error is $|1-\lambda^2|e^{-2\kappa N}$. Requiring it to be below $\delta$ gives

$$n=\left\lceil\log_2\frac{\ln(|1-\lambda^2|/\delta)}{2\kappa}\right\rceil ,$$

with $|1-\lambda^2|\approx v/t$ inside and $2\sqrt{\eta/t}$ at the edge. Apart from slow logarithms, halving $\eta$ costs one step inside the band and half a step at the edge.

Outside the band $|\lambda|<1$ even at $\eta=0$. At 2.5 eV, $\lambda=1/2$, and six steps reproduce $G$ to machine precision.

## Reading a calculation

Take $t=1$ eV, $E=0.7$ eV, layer spacing 3 Å and $\eta=0.01$ eV. Then $v=\sqrt{4-0.49}=1.8735$ eV and $\kappa=0.01/1.8735=0.00534$. The amplitude decays over $3/0.00534\approx562$ Å. The broadening acts as absorption, and the slab must be thick enough to suppress the echo from its back face.

For $\delta=10^{-6}$ the logarithm is $\ln(1.8735\times10^6)=14.44$, so $N\ge14.44/0.01068\approx1.35\times10^3$ and $n=11$, as found. At the edge $\kappa=0.0707$ and $\ln(0.2/10^{-6})=12.21$, so $N\ge12.21/0.1414\approx86.3$ and $n=7$, also as found. Between $\eta=0.1$ and $10^{-6}$ eV the count rises from 8 to 24 inside the band, and from 5 to 13 at the edge.

The early error is not monotonic: it is 1.41 eV$^{-1}$ for one layer and 4.20 eV$^{-1}$ for four. The denominator $1-\lambda^{2N+2}$ is small near the slab levels $2t\cos[j\pi/(N+1)]$, and the four-layer slab has one at $2\cos(2\pi/5)=0.618$ eV, close to the chosen energy. The exponential law takes over later: the error is 0.12 eV$^{-1}$ at 256 layers and $3\times10^{-5}$ eV$^{-1}$ at 1024.

More steps do not remove the error made by $\eta$ itself. Inside the band $|d\lambda/dE|=1/v$, and at the edge $\lambda\approx1-q$, so

$$|G(E+i\eta)-G(E+i0)|\approx\frac{\eta}{tv}\ \text{(inside)},\qquad \frac{1}{t}\sqrt{\frac{\eta}{t}}\ \text{(edge)} .$$

At $\eta=10^{-4}$ eV the measured biases are $5.3\times10^{-5}$ and $1.0\times10^{-2}$ eV$^{-1}$. The edge needs fewer steps but suffers much more from broadening. In the example, the converged surface density of states, $-\mathrm{Im}\,G/\pi$, is 0.2966 eV$^{-1}$ (8.07 per hartree), against 0.2982 eV$^{-1}$ for $\eta\to0^+$. This difference of 0.5% far exceeds the truncation error at ten steps.

## Surface states and unlucky energies

A gap does not make $\eta=0$ safe, because a surface state is a pole. Consider a chain of two-atom cells with bond $a$ inside a cell, $b$ between cells, and $r=a/b<1$. At $E=0$ the end state lives on the outer sublattice with amplitudes $(-r)^m$. Normalization gives its weight on the end atom, $w=1-r^2$, so $G\approx w/(i\eta)$.

A slab of $N$ cells has a mirror state at its far end. The near state fails to satisfy the equation on the last atom by $a r^{N-1}\sqrt w$ in magnitude, and the mirror state has amplitude $\sqrt w$ there. Their coupling is therefore $\Delta\approx wa r^{N-1}=bwr^N$ to leading order, and the levels are $\pm\Delta$. Each carries half the weight:

$$G^{(N)}\approx\frac w2\left[\frac1{i\eta-\Delta}+\frac1{i\eta+\Delta}\right]=\frac{-iw\eta}{\eta^2+\Delta^2} .$$

Relative to $-iw/\eta$ the error is $\Delta^2/(\eta^2+\Delta^2)$. Convergence needs $\Delta\le\sqrt\delta\,\eta$ for small $\delta$, or

$$N\gtrsim\frac{\ln[bw/(\sqrt\delta\,\eta)]}{\ln(1/r)} .$$

Here $n$ grows only as $\log_2\ln(1/\eta)$. With $a=0.8$ eV, $b=1$ eV and $\delta=10^{-6}$, lowering $\eta$ from $10^{-2}$ to $10^{-6}$ eV raises $n$ from 6 to 7. The peak is a Lorentzian of half-width $\eta$, so the energy grid must be at least that fine to resolve it.

Finite precision adds a lower limit on $\eta$ at special energies. In the single-orbital chain at $E=0$, the level of a one-atom slab, the first step gives $x_1+2=z^2/t^2=-\eta^2/t^2$. This tiny number fixes the decay of the amplitude, through $x_1=\lambda^2+\lambda^{-2}$, yet it is stored as a difference from $-2$. With machine precision $u\approx2\times10^{-16}$, its relative error is of order $u(t/\eta)^2$. This error passes to $G$. After one step $\varepsilon^s_1=\alpha_1=t^2/z$ and the amplitude falls by $\lambda^2$ per surviving layer, so $G^{-1}=z-\alpha_1(1+\lambda^2)$. From $x_1=\lambda^2+\lambda^{-2}$ follows $(1+\lambda^2)^2=\lambda^2(x_1+2)$. The large factor $\alpha_1$ thus multiplies the square root of the tiny number, and $G$, of modulus close to $1/t$, acquires a relative error of the same order, about $10^{-4}$ for $\eta/t=10^{-6}$. At $\eta=10^{-6}$ eV the error is $3\times10^{-5}$ eV$^{-1}$, against $10^{-15}$ eV$^{-1}$ at 0.7 eV. Off the level the same estimate holds with $|z|$ in place of $\eta$, giving a relative error of order $u(t/|z|)^2$. Moving the energy point helps, but the distance that counts is measured against $t$, not against $\eta$: a relative error $\delta$ needs $|z|\gtrsim t\sqrt{u/\delta}$, about $10^{-5}\,t$ for $\delta=10^{-6}$. At $\eta=10^{-10}$ eV a shift of $100\eta$ still leaves an error of order $1/t$. Levels of the larger intermediate slabs act in the same way: at $E=\sqrt2\,t$, a level of the three-atom slab, $x_1\approx0$ and $x_2\approx-2$.

## Choosing the settings

1. **Set $\eta$ from the physics.** Inside a band the relative bias of the chain is $\eta/v$; near an edge it is $\sqrt{\eta/t}$. Halve $\eta$ and compare. Where $G$ is smooth in energy the bias is linear, so $2G(E+i\eta)-G(E+2i\eta)$ cancels its leading part. This fails at band edges and surface-state poles.

2. **Let $\eta$ determine $n$.** Use the step formula as an estimate. With several bands the count is set by the roots $\lambda$ closest to the unit circle. A propagating channel away from its edges has $\kappa\approx\eta/v$, so at small $\eta$ the fastest channel that reaches the surface usually decides. An evanescent mode just outside the edge of a wide band can decay more slowly than the modes of a narrow band: at $\eta=10^{-3}$ eV, 1 meV outside a band with hopping 3 eV, $\kappa\approx0.02$, against 0.1 at the centre of a band with hopping 0.005 eV. Inside a band or at its edge, a cap on $n$ must rise when $\eta$ is lowered; for the chain at 2.5 eV, outside the band, it need not.

3. **Stop on the couplings, not on a density of states that seems steady.** Keeping the remaining crystal exactly gives $G_{00}^{-1}=z-\varepsilon^s_n-\alpha_nF\beta_n$, where $F$ is the block at layer $N$ of the resolvent of layers $1,2,\dots$, and $\|F\|\le1/\eta$. From $A^{-1}-B^{-1}=A^{-1}(B-A)B^{-1}$, with both inverses bounded by $1/\eta$, the surface error is at most $\|\alpha_n\|\|\beta_n\|/\eta^3$. The bulk has two such terms, hence twice this bound. A fixed threshold on $\alpha_n$ therefore guarantees less as $\eta$ falls.

4. **For embedding, carry the error through.** A region whose last layer couples to the surface by $V$ acquires the self-energy $VG_{00}V^\dagger$, by the same elimination. Its error is at most $\|V\|^2$ times that of $G_{00}$.

The numerical output below gives the convergence sequence at even $n$ and the step counts.

## Values computed for the example and the checks

```
Two-orbital model: E = 0.3 eV, eta = 0.05 eV
max deviation from explicit slabs, n=0-5: 7.9e-15
bulk deviation from k average: 1.3e-15 1/eV
error decay per layer, slabs: 0.05120
error decay per layer, Bloch factors: 0.05120
Chain: t = 1.0 eV, E = 0.7 eV, spacing = 3.0 A
v = 1.8735 eV per layer (k in radians per layer)
eta = 0.01 eV: kappa = 0.005338 per layer
amplitude decay length = 562.1 A
n, layers, surface DOS (1/eV), |G error| (1/eV)
 0     1   0.006495 1.41e+00
 2     4   0.170170 4.20e+00
 4    16   0.026665 8.70e-01
 6    64   0.496683 1.40e+00
 8   256   0.294269 1.20e-01
10  1024   0.296596 3.32e-05
12  4096   0.296590 9.82e-16
converged surface DOS = 0.296590 1/eV = 8.0706 1/hartree
surface DOS for eta to 0+ = 0.298177 1/eV
Steps for relative error 1e-06
eta (eV), steps at E=0.7 eV, steps at band edge
1e-01   8   5
1e-02  11   7
1e-03  14   8
1e-04  18  10
1e-05  21  11
1e-06  24  13
G bias at eta = 1e-04 eV, in band: 5.337e-05 1/eV
G bias at eta = 1e-04 eV, band edge: 9.965e-03 1/eV
eta = 0, E = 0.7 eV: G (1/eV) at n = 17 to 20
14.2551 0.5625 1.3216 -1.9027
eta = 0, E = 2.5 eV: error at n = 6: 0.0e+00 1/eV
Dimerized chain: bonds 0.8 and 1.0 eV, E = 0
eta (eV), steps, eta*|G| on outer orbital
1e-02  6 0.360178
1e-04  7 0.360000
1e-06  7 0.360000
edge level, 16 cells: 0.010175 eV; formula 0.010133 eV
Rounding error of G (1/eV): eta (eV), E = 0, E = 0.7 eV
1e-04 7.2e-09 7.0e-16
1e-06 3.3e-05 1.3e-15
```
